# High-frequency dielectric loss of stretched-exponential relaxation

In a model of a thin insulating film, a relaxation process has its loss peak near 0.11 MHz. Between 1 GHz and 10 GHz, some four to five decades above the peak, its loss falls from 0.003075 to 0.001243, a factor of 2.5. A process with a single relaxation time \(\tau\) would lose a factor of 10 over the same decade. With the film's \(\tau=1\ \mu\mathrm{s}\) and strength 0.20, it would already be down at \(0.20/6283=3.2\times10^{-5}\) at 1 GHz, about a hundred times below the value found. The film differs in one respect: its polarization decays as a stretched exponential with exponent 0.40, and \(10^{0.40}=2.5\). The theorem below gives this power of frequency, its prefactor and a bound on the error.

## Setting and conventions

The dielectric is linear and its properties do not change with time. Its permittivity relative to vacuum has a fast part \(\varepsilon_\infty\), which follows the field without delay, and one slow process of strength \(\Delta\varepsilon=\varepsilon_s-\varepsilon_\infty\), where \(\varepsilon_s\) is the static value. When a steady field is switched off at \(t=0\), the slow polarization decays in proportion to

\[
\phi(t)=\exp[-(t/\tau)^b],\qquad 0<b<1 .
\]

When a field \(E\) is switched on, the slow polarization grows as \(\varepsilon_0\Delta\varepsilon E[1-\phi(t)]\). Any field history is a sum of small steps, so by linearity

\[
P(t)=\varepsilon_0\Delta\varepsilon\int_0^\infty f(t')E(t-t')\,dt',\qquad
f(t)=-\frac{d\phi}{dt}=\frac b\tau\left(\frac t\tau\right)^{b-1}e^{-(t/\tau)^b}.
\]

Fields vary as \(e^{i\omega t}\) with \(\omega>0\), and \(\varepsilon^*=\varepsilon'-i\varepsilon''\), so that loss is positive. Inserting \(E(t-t')=E(t)e^{-i\omega t'}\) gives

\[
\varepsilon^*(\omega)-\varepsilon_\infty=\Delta\varepsilon\,F(\omega),\qquad
F(\omega)=\int_0^\infty f(t)e^{-i\omega t}dt,\qquad \varepsilon''=-\Delta\varepsilon\,\mathrm{Im}\,F .
\]

Since \(\int_0^\infty f\,dt=\phi(0)-\phi(\infty)=1\), \(F(0)=1\) and the static permittivity comes out right. Here \(\varepsilon''\) is the loss of this process alone; conduction and other processes add to it.

## Theorem

Let \(W=\omega\tau\). For every \(W>0\),

\[
\left|\frac{\varepsilon''}{\Delta\varepsilon}-\Gamma(1+b)\sin\frac{\pi b}{2}\,W^{-b}\right|\le\frac{\Gamma(1+2b)}{2}\,W^{-2b}. \tag{1}
\]

Consequently, as \(W\to\infty\) at fixed \(b\),

\[
\varepsilon''\simeq\Delta\varepsilon\,\Gamma(1+b)\sin\frac{\pi b}{2}\,(\omega\tau)^{-b}. \tag{2}
\]

One order further,

\[
\frac{\varepsilon''}{\Delta\varepsilon}=\Gamma(1+b)\sin\frac{\pi b}{2}W^{-b}-\frac{\Gamma(1+2b)}{2}\sin(\pi b)\,W^{-2b}+\rho,\quad |\rho|\le\frac{\Gamma(1+3b)}{6}W^{-3b}. \tag{3}
\]

The proof removes the oscillation from \(F\) by turning the path of integration, and then expands what is left.

## Lemma 1: an integral without oscillation

With \(z=(iW)^{-b}=W^{-b}e^{-i\pi b/2}\),

\[
F=z\int_0^\infty \exp\left(-v^{1/b}-zv\right)dv. \tag{4}
\]

**Proof.** Continue the integrand to \(t=re^{-i\theta}\) with \(0\le\theta\le\pi/2\), taking the branch of \(t^b\) that is real on the positive axis. The integrand is analytic there except at \(t=0\). Two estimates hold in this sector:

\[
|e^{-i\omega t}|=e^{-\omega r\sin\theta}\le1,\qquad
\mathrm{Re}\left(\frac t\tau\right)^b=\left(\frac r\tau\right)^b\cos b\theta\ge\left(\frac r\tau\right)^b\cos\frac{\pi b}2 .
\]

The last cosine is positive because \(b<1\). An arc of radius \(r\) has length \(\pi r/2\), so its contribution is at most

\[
\frac{\pi b}{2}\left(\frac r\tau\right)^b\exp\left[-\left(\frac r\tau\right)^b\cos\frac{\pi b}{2}\right].
\]

This vanishes for \(r\to\infty\) because of the exponential and for \(r\to0\) because of the factor \(r^b\). By Cauchy's theorem the path may be turned onto \(t=-is/\omega\), \(s>0\). There \(-i\omega t=-s\), and

\[
\left(\frac t\tau\right)^b=\left(\frac{-is}{W}\right)^b=W^{-b}e^{-i\pi b/2}s^b=zs^b .
\]

The factor \((b/\tau)(t/\tau)^{b-1}dt\) is the differential of \((t/\tau)^b\), hence equals \(z\,d(s^b)\). Setting \(v=s^b\), \(s=v^{1/b}\), gives (4). ∎

## Lemma 2: the moments

For \(m=0,1,2,\dots\),

\[
M_m=\int_0^\infty v^m e^{-v^{1/b}}dv=\frac{\Gamma(1+b(m+1))}{m+1}.
\]

**Proof.** Put \(v=s^b\), \(dv=bs^{b-1}ds\). The integral becomes \(b\int_0^\infty s^{b(m+1)-1}e^{-s}ds=b\,\Gamma(b(m+1))\). Since \(\Gamma(1+x)=x\Gamma(x)\) with \(x=b(m+1)\), this is the stated value. ∎

## Lemma 3: remainders of the exponential

If \(\mathrm{Re}\,w\ge0\), then \(|e^{-w}-1|\le|w|\) and \(|e^{-w}-1+w|\le|w|^2/2\).

**Proof.** Write \(1-e^{-w}=w\int_0^1e^{-wu}du\). The integrand has modulus at most 1, which gives the first bound. Next, \(e^{-w}-1+w=w\int_0^1(1-e^{-wu})du\). By the first bound the integrand has modulus at most \(|w|u\), and \(\int_0^1u\,du=1/2\). ∎

## Proof of the theorem

The phase of \(z\) is \(-\pi b/2\), between \(-\pi/2\) and 0, so \(\mathrm{Re}\,z>0\) and Lemma 3 applies to \(w=zv\). Subtract from (4) the same integral with \(e^{-zv}\) replaced by 1, which is \(zM_0=\Gamma(1+b)z\):

\[
|F-\Gamma(1+b)z|=\left|z\int_0^\infty e^{-v^{1/b}}(e^{-zv}-1)dv\right|
\le|z|^2M_1=\frac{\Gamma(1+2b)}2|z|^2 .
\]

An imaginary part is no larger than the modulus, and \(-\mathrm{Im}\,z=W^{-b}\sin(\pi b/2)\). This proves (1). Dividing (1) by the leading term leaves an error proportional to \(W^{-b}\), which vanishes at large \(W\) and proves (2).

For (3), keep \(1-zv\) in place of \(e^{-zv}\). The retained terms are \(zM_0-z^2M_1\), and the rest is at most \(|z|^3M_2/2=\Gamma(1+3b)|z|^3/6\). Since \(z^2=W^{-2b}e^{-i\pi b}\), the second term adds to \(-\mathrm{Im}\,F\) the amount \(M_1\,\mathrm{Im}\,z^2=-\tfrac12\Gamma(1+2b)\sin(\pi b)W^{-2b}\). ∎

## Remark 1: how high is high frequency

The second term in (3) is negative, so at large \(W\) the law (2) lies above the full loss. Using \(\sin\pi b=2\sin(\pi b/2)\cos(\pi b/2)\), the excess relative to the law is, to first order,

\[
\frac{\text{law}-\text{full}}{\text{law}}\simeq
\frac{\Gamma(1+2b)}{\Gamma(1+b)}\cos\frac{\pi b}2\,W^{-b}. \tag{5}
\]

The small quantity is \(W^{-b}\), not \(1/W\). For small \(b\) it becomes small only when \(\ln W\gg1/b\), so \(\omega\tau\gg1\) alone does not justify the law.

For \(b=0.40\) the coefficient in (5) is 0.849. Setting the excess to 10 % gives \(W=(0.849/0.10)^{2.5}\), or 33.5 MHz for \(\tau=1\ \mu\mathrm{s}\), about 300 times the peak frequency. The actual excess there is 9.55 %. An excess of 1 % is reached at 10.6 GHz for the pure stretched exponential; the short-time cut-off of Remark 5 adds to the excess at such frequencies.

## Remark 2: the full series and the Debye limit

Expand \(e^{-zv}\) completely in (4). The moduli of the terms sum to \(e^{|z|v}\), which is integrable against \(e^{-v^{1/b}}\) because \(1/b>1\). Sum and integral may therefore be exchanged. With \(n=m+1\) and Lemma 2,

\[
F=\sum_{m=0}^\infty\frac{(-1)^m z^{m+1}}{m!}M_m
=\sum_{n=1}^\infty\frac{(-1)^{n-1}}{n!}\Gamma(1+bn)\,(i\omega\tau)^{-bn},
\]

which converges for every \(\omega>0\). The series and (4) were tested against direct integration over real time for \(b=0.3,\,0.4,\,0.6,\,0.8\) at \(W=3,\,10^2,\,10^4\). The largest relative differences were \(9\times10^{-15}\) and \(6\times10^{-12}\).

At \(b=1\) the coefficients \(\Gamma(1+n)/n!\) are all 1. For \(W>1\) the series is then geometric and sums to \(z/(1+z)=1/(1+i\omega\tau)\), the Debye form. Its loss \(W/(1+W^2)\) tends to \(1/W\), in agreement with (2), since \(\Gamma(2)\sin(\pi/2)=1\).

## Remark 3: a constant phase

The real part of the leading term is \(\varepsilon'-\varepsilon_\infty\simeq\Delta\varepsilon\,\Gamma(1+b)\cos(\pi b/2)W^{-b}\). Dividing (2) by it gives

\[
\frac{\varepsilon''}{\varepsilon'-\varepsilon_\infty}\to\tan\frac{\pi b}2 .
\]

Loss and dispersion fall together, with a ratio set by \(b\) alone. At \(W=10^8\) and \(b=0.40\) the computed ratio is 0.72625, against a limit of 0.72654. For \(\tau=1\ \mu\mathrm{s}\) this \(W\) means about 16 THz, beyond the cut-off of Remark 5; at 1 GHz the ratio is 0.712. For \(b\to1\) the tangent diverges, because the Debye dispersion falls as \(W^{-2}\), faster than the loss.

## Remark 4: short times fix the law

For \(t\ll\tau\) the response is \(f\simeq(b/\tau)(t/\tau)^{b-1}\). After a voltage step the polarization current therefore starts as a power of time, and (2) is the frequency image of this start. To separate it from the tail, take another decay with the same start, \(\psi=1/[1+(t/\tau)^b]\). With \(q=(t/\tau)^b\) its response satisfies \(-d\psi=dq/(1+q)^2\). In the sector of Lemma 1, \(\mathrm{Re}\,q\ge0\) implies \(|1+q|^2\ge1+|q|^2\), so an arc contributes at most \((\pi b/2)|q|/(1+|q|^2)\), which vanishes at both ends. The path can again be turned:

\[
F_\psi=z\int_0^\infty\frac{e^{-v^{1/b}}}{(1+zv)^2}dv .
\]

The denominator has modulus at least 1 and tends to 1 as \(z\to0\). By dominated convergence \(F_\psi\simeq\Gamma(1+b)z\), the same leading term. At \(W=10^8\), \(b=0.40\), the loss of \(\psi\) is 0.9989 of the law; that of the stretched exponential is 0.9995.

At low frequency the tails matter. For the stretched exponential, substituting \(v=(t/\tau)^b\) gives the moments

\[
\int_0^\infty\left(\frac t\tau\right)^k f\,dt=\int_0^\infty v^{k/b}e^{-v}dv=\Gamma(1+k/b).
\]

Since \(|\sin y-y|\le y^3/6\) and the third moment is finite, the loss at small \(W\) is

\[
\varepsilon''\simeq\Delta\varepsilon\,\Gamma(1+1/b)\,\omega\tau .
\]

For \(\psi\) the response falls as \(t^{-1-b}\), its first moment diverges, and this linear law is lost. At \(W=10^{-4}\) the two values of \(\varepsilon''/\Delta\varepsilon\) are \(3.32\times10^{-4}\) and \(1.99\times10^{-2}\), a factor of 60 apart, although the high-frequency laws coincide.

## Remark 5: where the power law must end

The response \(f\) diverges at \(t=0\), while real dipoles need a finite time to start moving. A simple model multiplies \(f\) by \(1-e^{-t/t_0}\), with a microscopic time \(t_0\ll\tau\). Let \(\hat f(p)=\int_0^\infty f e^{-pt}dt\), so that \(F=\hat f(i\omega)\). The new transform is \(\hat f(p)-\hat f(p+1/t_0)\) at \(p=i\omega\). The leading form \(\hat f\simeq\Gamma(1+b)(p\tau)^{-b}\) continues to complex \(p\) with positive real part. For \(\omega t_0\gg1\), expanding in \(1/(pt_0)\) gives

\[
\Gamma(1+b)(p\tau)^{-b}\left[1-\left(1+\frac1{pt_0}\right)^{-b}\right]
\simeq b\,\Gamma(1+b)\frac{\tau}{t_0}(i\omega\tau)^{-1-b}.
\]

The later terms of the series in Remark 2, differenced in the same way, are smaller by powers of \((\omega\tau)^{-b}\). Minus the imaginary part of \(i^{-1-b}\) is \(\sin[\pi(1+b)/2]=\cos(\pi b/2)\), so

\[
\varepsilon''\simeq\Delta\varepsilon\,b\,\Gamma(1+b)\cos\frac{\pi b}{2}\,\frac{\tau}{t_0}(\omega\tau)^{-1-b}.
\]

At \(\omega t_0=1000\) the directly integrated loss is 1.0004 times this expression. For \(\omega t_0\ll1\), on the other hand, the subtracted term is \(\hat f(p+1/t_0)\simeq\Gamma(1+b)(t_0/\tau)^b(1-ib\omega t_0)\). It lowers the loss by a fraction \(b(\omega t_0)^{1+b}/\sin(\pi b/2)\) of the law, which is small. In this model the law (2) thus holds in the window \(1/\tau\ll\omega\ll1/t_0\), with the lower condition sharpened by (5). The real part is more sensitive. The cut-off removes the nearly constant amount \(\Gamma(1+b)(t_0/\tau)^b\) from \(\mathrm{Re}\,F\), which is 0.35 % of the static strength for \(b=0.40\), \(\tau=1\ \mu\mathrm{s}\), \(t_0=1\) ps, but a fraction \((\omega t_0)^b/\cos(\pi b/2)\) of the leading dispersion. With \(\varepsilon_\infty\) held fixed, the ratio of Remark 3 then becomes 0.85 at 1 GHz and 1.20 at 10 GHz instead of 0.71 and 0.72, so the constant phase needs \((\omega t_0)^b\ll1\) or a correspondingly shifted \(\varepsilon_\infty\).

## The film in numbers

The film is 500 nm thick and carries 5 V, a field of 0.10 MV/cm. The parameters are \(\varepsilon_\infty=3.0\), \(\Delta\varepsilon=0.20\), \(b=0.40\) and \(\tau=1\ \mu\mathrm{s}\) at 300 K. At 1 GHz, \(W=2\pi\times10^9\times10^{-6}=6283\) and \(W^{-b}=0.03025\). With \(\Gamma(1.4)=0.8873\) and \(\sin36^\circ=0.5878\), whose product is 0.5215,

\[
\varepsilon''_{\text{law}}=0.20\times0.5215\times0.03025=0.003155 .
\]

The second term of (3) is \(-0.000081\), and later terms amount to at most \(10^{-6}\). The full value is 0.003075. With \(\varepsilon'=3.004\), the loss tangent \(\varepsilon''/\varepsilon'\) is \(1.02\times10^{-3}\).

| \(f\) (MHz) | full \(\varepsilon''\) | law \(\varepsilon''\) | law/full |
|---:|---:|---:|---:|
| 1 | 0.03313 | 0.05001 | 1.509 |
| 10 | 0.016915 | 0.019908 | 1.177 |
| 100 | 0.00743 | 0.00793 | 1.067 |
| 1000 | 0.003075 | 0.003155 | 1.026 |
| 10000 | 0.001243 | 0.001256 | 1.010 |

The peak lies at \(\omega\tau=0.695\), or 110.6 kHz, with a loss of 0.0444. The numerical output shows this height with a minus sign: the number printed there is the imaginary part of \(\varepsilon^*\), and the loss is its negative. At 1 MHz, nine times the peak frequency, the law is still 51 % too high relative to the full loss.

## The model beside a real film

The parameters are rough values for a fast local relaxation in a polyimide-like interlayer film. The stretched exponential is an assumed shape: local relaxations in polymers often have a broad, more symmetric loss peak, so the shape should be checked against measured spectra before the law is used. Polyimides have a permittivity of roughly 3 to 3.5 and gigahertz loss tangents of order \(10^{-3}\) to \(10^{-2}\), so the model sits at the low-loss end. \(\Delta\varepsilon\) refers to the field direction through the film; in an oriented film the in-plane value can differ. Of the effects estimated below, heating and water change the loss at 1 GHz the most. With a rough activation energy of 0.50 eV, heating to 373 K shortens \(\tau\) by a factor of 44, and a strength proportional to \(1/T\) falls to 0.161. At 1 GHz and fixed \(b\) the full loss rises to 0.0103, 3.3 times the value at 300 K. If \(b\) also drifts to 0.45, the factor is 2.95.

The heating result follows from \(\varepsilon''\propto\Delta\varepsilon\,\tau^{-b}\): the law gives \(44^{0.40}\times300/373=3.65\). The full factor is smaller because \(\omega\tau\) has dropped to 143, where the law is 12 % too high relative to the full loss. Conversely, at fixed \(b\), \(\Delta\varepsilon\) and frequency, and inside the window of the law, a tenfold longer \(\tau\) lowers the loss by a factor of 2.5.

Water can be sized as dilute spherical clusters of permittivity \(\varepsilon_w\). Let the field inside a sphere be \(A\) times the applied field, and let the sphere's dipole field at its surface have relative amplitude \(B\). Continuity of the potential gives \(A=1-B\), and continuity of the normal displacement gives \(\varepsilon_wA=\varepsilon_\infty(1+2B)\). Hence \(B=(\varepsilon_w-\varepsilon_\infty)/(\varepsilon_w+2\varepsilon_\infty)\), and a volume fraction \(c\) adds \(3c\,\varepsilon_\infty B\) to the permittivity. Take \(c=0.5\) % and the rough liquid value \(\varepsilon_w=5+73/(1+i\omega\tau_w)\) with \(\tau_w=8\) ps. The added loss is \(2.1\times10^{-4}\) at 1 GHz, 7 % of the film process. At 10 GHz it is \(2.1\times10^{-3}\), 1.7 times the film process. The law then describes its own process to 1 % without a cut-off and to 2.5 % with a cut-off time of 1 ps, yet that process is the smaller part of the total loss. The spherical shape matters: in the same dilute estimate, the same volume of water in randomly oriented needles or discs would add about 13 or 8 times more loss at 1 GHz for an aspect ratio of 10, about 25 or 22 times more for a ratio of 30, and 29 or 58 times more in the extreme limits. Water bound singly to the polymer would respond differently from any of these clusters.

The other effects are smaller at 1 GHz:

- A cut-off time of 1 ps multiplies the loss by 0.9994 at 1 GHz, 0.986 at 10 GHz and 0.71 at 100 GHz.
- A leakage current of \(10^{-9}\) A/cm² at the working field means a conductivity \(\sigma=10^{-14}\) S/cm, which adds \(\sigma/(\varepsilon_0\omega)=1.8\times10^{-11}\).
- For free dipoles of 2 D, with a local-field factor of 1.67, the ratio of field energy to thermal energy is 0.027. With the 5 V applied as a steady bias, saturation then lowers the strength seen by a small added signal by about \(1.4\times10^{-4}\) of its value.
- The field is 5 % of a rough breakdown field of 2 MV/cm.

## Computed results

```
Largest relative gap, series vs definition: 9.3e-15
Largest relative gap, rotated vs definition: 6.0e-12
Inputs: b = 0.40, tau = 1.0 us, De = 0.20, eps_inf = 3.0, T = 300 K
Film: 5 V on 500 nm, field = 0.10 MV/cm
Gamma(1+b) = 0.8873, sin(b pi/2) = 0.5878, product = 0.5215
Loss peak: omega tau = 0.695, f = 110.6 kHz, eps'' = -0.04443
f (MHz) | omega tau | full eps'' | law eps'' | law/full
      1 |      6.28 | 0.033130 | 0.050007 | 1.5094
     10 |     62.83 | 0.016915 | 0.019908 | 1.1770
    100 |    628.32 | 0.007429 | 0.007926 | 1.0668
   1000 |   6283.19 | 0.003075 | 0.003155 | 1.0260
  10000 |  62831.85 | 0.001243 | 0.001256 | 1.0103
First-order excess coefficient of the law: 0.8492
Estimated excess 10 % of law: f = 33.5 MHz, actual 9.55 %
Estimated excess 1 % of law: f = 10578.0 MHz, actual 1.00 %
1 GHz: (omega tau)^(-b) = 0.03025
1 GHz: second term = -8.106e-05, later terms at most 1.0e-06
1 GHz: eps' = 3.0043, tan delta = 1.024e-03
omega tau = 1e+08: full/law = 0.99946, log slope = -0.39981
omega tau = 1e+08: loss/dispersion = 0.72625, tan(b pi/2) = 0.72654
omega tau = 1e+08: other decay/law = 0.99893
omega tau = 1e-04: eps''/De stretched = 3.323e-04, other = 1.993e-02
Heating inputs: 373 K, activation energy 0.50 eV
Hot: tau shorter by 44.0, tau = 22.7 ns, De = 0.161, omega tau at 1 GHz = 142.7
Hot, 1 GHz: full eps'' = 0.01026, law = 0.01153, full hot/room = 3.34
Hot, 1 GHz, b = 0.45: eps'' = 0.00908, hot/room = 2.95
Water inputs: 0.5 vol%, eps_inf 5, step 73, tau 8 ps
Water clusters, 1 GHz: added eps'' = 2.11e-04, share of full loss = 6.8 %
Water clusters, 10 GHz: added eps'' = 2.10e-03, share of full loss = 168.7 %
Cut-off time input: 1 ps
Cut-off, 1 GHz: loss with/without = 0.9994
Cut-off, 10 GHz: loss with/without = 0.9858
Cut-off, 100 GHz: loss with/without = 0.7058
Cut-off, omega t0 = 1000: loss / steep law = 1.0004
Leakage 1e-09 A/cm2: added eps'' at 1 GHz = 1.8e-11
Dipole 2 D, local field factor 1.67: energy/kT = 0.0268, strength lowered by 1.4e-04
Field / rough breakdown field of 2 MV/cm = 0.050
```
